# Surface Green function of a layered crystal by decimation

## What symmetry already decides

Take a chain of identical sites $n=0,1,2,\dots$ that ends at site 0. Each site has one orbital of energy $\varepsilon_0$, the orbitals are orthonormal, and neighbours are coupled by a real hopping $t$. We want the end-site element of the Green function,

$$G(z)=\left[(z-H)^{-1}\right]_{00},\qquad z=E+i\eta,\quad \eta>0 .$$

$G$ is an inverse energy. Shifting $z$ and $\varepsilon_0$ together changes nothing, so only $z-\varepsilon_0$ and $t$ can enter:

$$G=\frac1t\,f(w),\qquad w=\frac{z-\varepsilon_0}{t}.$$

Reversing the sign of the orbitals on odd sites turns $t$ into $-t$ and leaves site 0 alone. Hence $G$ depends on $t^2$, and $f$ is odd.

A further symmetry fixes $f$ up to a choice between two roots: removing site 0 leaves the same chain. Site 0 therefore sees a neighbour whose Green function, without site 0, is again $G$. Eliminating everything below site 0 gives

$$G=\frac{1}{z-\varepsilon_0-t^2G}\quad\Longrightarrow\quad f^2-wf+1=0 .$$

The two roots have product 1 and sum $w$. Call them $\lambda$ and $1/\lambda$, so that

$$z-\varepsilon_0=t\left(\lambda+\frac1\lambda\right).$$

If $|\lambda|$ were 1, the right side would be real, which $\eta>0$ forbids. We may thus choose $|\lambda|<1$.

To select the root, look at $G_n=[(z-H)^{-1}]_{n0}$. For $n\ge1$ it obeys $(z-\varepsilon_0)G_n=t(G_{n-1}+G_{n+1})$, with solutions $\lambda^n$ and $\lambda^{-n}$. Since $(z-H)^{-1}$ is bounded, $G_n$ is square-summable and only $G_n=A\lambda^n$ survives. At the end site, $(z-\varepsilon_0)A=1+tA\lambda$, so $At/\lambda=1$ and

$$G=\frac{\lambda}{t}.\tag{1}$$

For a real crystal each site becomes a layer with many orbitals, and the quadratic equation becomes a matrix equation. Decimation solves it quickly.

## Removing every second site by hand

Set $\varepsilon_0=0$, $t=-2$ eV and $z=5$ eV. All levels of any such chain lie within $2|t|=4$ eV of zero, so here we may let $\eta\to0$. In eV units the equations are

$$5G_0=1-2G_1,\qquad 5G_1=-2(G_0+G_2),\qquad 5G_2=-2(G_1+G_3),\ \dots$$

Solve the odd equations, $G_1=-\tfrac25(G_0+G_2)$ and $G_3=-\tfrac25(G_2+G_4)$, and substitute:

$$(5-0.8)\,G_0=1+0.8\,G_2,\qquad (5-1.6)\,G_2=0.8\,(G_0+G_4).$$

This is again a chain, made of sites 0, 2, 4, .... The coupling is now 0.8, the end energy is 0.8 and the interior energy is 1.6. The end site is shifted half as much because it has lost one neighbour, not two.

Repeat. The coupling becomes $0.8^2/3.4=0.1882$, and the end energy becomes $0.8+0.1882=0.9882$. If at each stage we ignore the remaining coupling, the estimates of $G_0$ are

$$\frac15=0.2,\qquad \frac1{4.2}=0.2381,\qquad \frac{1}{4.0118}=0.2493\ \text{eV}^{-1}.$$

Equation (1) gives the limit: $5=-2(\lambda+1/\lambda)$ has the root $\lambda=-\tfrac12$, so $G=0.25\ \text{eV}^{-1}$.

## The same elimination with layers

Let $H_{00}$ be the Hermitian block of one layer and $V=H_{01}$ its coupling to the next deeper layer. The coupling back is $V^\dagger$. Layers must be thick enough that only neighbouring ones couple; they can always be grouped to achieve this if the hopping has finite range.

Suppose the equations for the retained layers, numbered $0,1,2,\dots$, read

$$(z-\varepsilon_s)G_0=1+\alpha G_1,\qquad (z-\varepsilon)G_n=\beta G_{n-1}+\alpha G_{n+1}\quad(n\ge1).$$

Initially $\varepsilon_s=\varepsilon=H_{00}$, $\alpha=V$ and $\beta=V^\dagger$. With $g=(z-\varepsilon)^{-1}$, an odd layer gives $G_n=g(\beta G_{n-1}+\alpha G_{n+1})$. Insert this first at the surface:

$$(z-\varepsilon_s-\alpha g\beta)\,G_0=1+\alpha g\alpha\,G_2 .$$

Then insert it on both sides of an even layer $n\ge2$:

$$(z-\varepsilon-\alpha g\beta-\beta g\alpha)\,G_n=\beta g\beta\,G_{n-2}+\alpha g\alpha\,G_{n+2}.$$

The form is unchanged, so one step of the algorithm is

$$\begin{aligned}
\varepsilon_s&\leftarrow\varepsilon_s+\alpha g\beta, &\qquad \varepsilon&\leftarrow\varepsilon+\alpha g\beta+\beta g\alpha,\\
\alpha&\leftarrow\alpha g\alpha, & \beta&\leftarrow\beta g\beta .
\end{aligned}\tag{2}$$

All right-hand sides use the old values. Stop when $\alpha$ and $\beta$ are negligible; the surface Green function is then $(z-\varepsilon_s)^{-1}$. A step costs one inversion and six matrix products. At complex $z$, $g$ is not Hermitian, so $\beta$ must be carried separately and not replaced by $\alpha^\dagger$.

If the top layer has a different block $H_{00}$ but the same coupling $V$ to the layer below, only the starting value of $\varepsilon_s$ changes.

## Why the spacing doubles, and what each iterate means

Initially the retained layers are one original spacing apart. Each step keeps the even members of the current list. By induction, after $i$ steps the retained original layers are $0,N,2N,\dots$ with

$$N=2^i .$$

The iterates also have an exact meaning. Solving linear equations for a set of unknowns gives the same result whatever the order of elimination. So $\varepsilon_s$ is what results from eliminating layers $1,\dots,N-1$ at once. Dropping its coupling to layer $N$ leaves layers $0,\dots,N-1$, and therefore

$$(z-\varepsilon_s)^{-1}=\text{top block of the Green function of an }N\text{-layer slab}.\tag{3}$$

An interior retained layer has absorbed $N-1$ layers on each side. Thus $(z-\varepsilon)^{-1}$ is the centre block for a slab of $2N-1$ layers. For $N\ge2$, $\alpha=V\,G_{1,N-1}V$, where $G$ here belongs to the $N-1$ eliminated layers alone.

These statements also show that the inverses exist. For a finite Hermitian matrix, split $M=z-H$ into a kept part $a$ and an eliminated part $b$. Then

$$\det M=\det M_{bb}\,\det\!\left(M_{aa}-M_{ab}M_{bb}^{-1}M_{ba}\right).$$

Both $M$ and $M_{bb}$ are invertible, because $z$ is not real. The last factor is then nonzero, and $z-\varepsilon$ and $z-\varepsilon_s$ are matrices of exactly this type.

Equation (3) and its companions were tested for the diamond model below, at $z=3.0+0.5i$ eV and a wave vector of no special symmetry. For the first four steps the iterates agreed with explicitly inverted slabs, the largest difference of any matrix element being about $10^{-14}$ in eV-based units.

## Convergence for every positive η

Consider a slab of any thickness. Multiply row block $m$ of $H$ by $e^{\kappa m}$ and column block $n$ by $e^{-\kappa n}$, with $\kappa>0$. Diagonal blocks are unchanged, $V$ becomes $Ve^{-\kappa}$ and $V^\dagger$ becomes $V^\dagger e^{\kappa}$. With $\|\cdot\|$ the largest singular value, the change $W$ in $H$ obeys

$$\|W\|\le\|V\|\left[(1-e^{-\kappa})+(e^\kappa-1)\right]\le2\|V\|(e^\kappa-1).$$

Choose $\kappa=\ln[1+\eta/(4\|V\|)]$, which makes the right side $\eta/2$. Since $\|(z-H)^{-1}\|\le1/\eta$,

$$\|(z-H-W)^{-1}\|\le\frac{1/\eta}{1-\tfrac12}=\frac2\eta .$$

Undoing the multiplication restores a factor $e^{-\kappa(m-n)}$. Using $-\kappa$ for the opposite ordering, we obtain

$$\|G_{mn}\|\le\frac2\eta\,e^{-\kappa|m-n|}.\tag{4}$$

Now take a slab of $M>N$ layers and restore the bond between layers $N-1$ and $N$, starting from the two separate pieces. The identity $G=G^{\rm cut}+G^{\rm cut}WG$, with $W$ now this bond, gives

$$G^{(M)}_{00}-G^{(N)}_{00}=G^{(N)}_{0,N-1}\,V\,G^{(M)}_{N,0},$$

whose norm is at most

$$\frac{4\|V\|}{\eta^2}\,e^{-\kappa(2N-1)} .\tag{5}$$

The slab results therefore converge. Their limit is the semi-infinite $G_{00}$: if the first column for the $N$-layer slab is continued by zeros, it fails the semi-infinite equations only at layer $N$, by $V^\dagger G^{(N)}_{N-1,0}$. The error in the column is at most $1/\eta$ times the norm of that residual, which vanishes as $N$ grows. Since $N=2^i$, each step doubles the part of the exponent proportional to $N$. Equation (5) is an upper bound, not an estimate of the actual error.

## Exact check on the uniform chain

For an $N$-site chain, extend the recurrence to two fictitious sites. The far end requires $G_N=0$, and the source at site 0 is reproduced by $tG_{-1}=1$. The first condition gives $G_n=C(\lambda^{-(N-n)}-\lambda^{N-n})$, and the second fixes $C$. Hence

$$G^{(N)}=\frac1t\,\frac{\lambda^{-N}-\lambda^{N}}{\lambda^{-N-1}-\lambda^{N+1}}
=\frac\lambda t\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .$$

Subtracting (1) leaves the exact error after $i$ steps:

$$G^{(N)}-\frac\lambda t=-\frac{\lambda^{2N+1}(1-\lambda^2)}{t\,(1-\lambda^{2N+2})}.\tag{6}$$

The coupling has a closed form too. Put $P=\lambda^{-N}+\lambda^N$, $Q=\lambda^{-N}-\lambda^N$ and $S=\lambda^{-1}-\lambda$. Then

$$\alpha=\frac{tS}{Q},\qquad z-\varepsilon=\frac{tSP}{Q}.$$

At $N=1$ these are $t$ and $t(\lambda+1/\lambda)$, as required. One step gives $\alpha^2/(z-\varepsilon)=tS/(PQ)$, and $PQ=\lambda^{-2N}-\lambda^{2N}$ is $Q$ with $N$ doubled. Likewise $z-\varepsilon$ becomes $tS(P^2-2)/(PQ)$, where $P^2-2=\lambda^{-2N}+\lambda^{2N}$. The induction closes.

Inside the band write $E-\varepsilon_0=2t\cos k$ with $0<k<\pi$, and let $\lambda=e^{\pm i(k+i\delta)}$. To first order in $\delta$,

$$E-\varepsilon_0+i\eta=2t\cos(k+i\delta)\simeq2t\cos k-2it\,\delta\sin k .$$

Therefore, for small $\eta$ away from the band edges,

$$-\ln|\lambda|=|\delta|\simeq\frac{\eta}{2|t|\sin k}.\tag{7}$$

Take $t=-2$ eV, $\varepsilon_0=0$, $E=1$ eV and $\eta=0.01$ eV. Then $|\cos k|=0.25$ and $\sin k=0.968$, so (7) gives $0.01/(4\times0.968)=0.00258$ per site, as does the exact root. Equation (1) gives

$$G=0.12468-0.48287\,i\ \text{eV}^{-1}.$$

An independent form uses the standing waves $\sqrt{2/\pi}\,\sin[(n+1)k]$ of the half-chain:

$$G=\frac2\pi\int_0^\pi\frac{\sin^2k}{z-2t\cos k}\,dk .$$

Numerical integration, equation (1) and converged decimation agree within $10^{-10}\ \text{eV}^{-1}$. The approach to the limit is as follows.

| Step | Spacing | Coupling (eV) | Error in G (1/eV) |
|---|---|---|---|
| 1 | 2 | 4.0 | 0.66 |
| 8 | 256 | 1.6 | 0.28 |
| 10 | 1024 | 0.27 | 4.9e-3 |
| 11 | 2048 | 0.020 | 2.5e-5 |
| 12 | 4096 | 9.9e-5 | 6.3e-10 |

The coupling first rises from 2 to 4 eV, because $|t^2/z|\simeq4/1$. An early increase is thus no sign of failure. The damping matters once $N$ is comparable with $1/0.00258\simeq390$; beyond that the error is nearly proportional to $\lambda^{2N}$, a factor that each step squares. The prefactor is $|1-\lambda^2|/|t|\simeq2\sin k/|t|=0.968\ \text{eV}^{-1}$. At step 12, (6) therefore gives about $0.968\,e^{-2\times4096\times0.002582}\simeq6\times10^{-10}\ \text{eV}^{-1}$, as tabulated.

To bring the error below $10^{-10}\ \text{eV}^{-1}$ takes 13 decimation steps. Adding one site at a time through $G\leftarrow1/(z-t^2G)$ takes a chain of 4452 sites. By (7), halving $\eta$ doubles the required length but adds only about one decimation step.

The limits $\eta\to0$ and $N\to\infty$ cannot be exchanged inside the band. At $\eta=0$ the finite chain has $G^{(N)}=\sin(Nk)/[t\sin((N+1)k)]$ for $\lambda=e^{ik}$, which oscillates without settling. If $N\to\infty$ is taken first, $|{\rm Im}\,\lambda|\to\sin k$. The sign of ${\rm Im}\,G$ is negative, since $G$ is a sum of positive weights divided by $z-E_j$. The end-site density of states is then

$$-\frac1\pi\,{\rm Im}\,G\to\frac{\sin k}{\pi|t|}=\frac{\sqrt{4t^2-(E-\varepsilon_0)^2}}{2\pi t^2}.$$

This is $0.1541\ \text{eV}^{-1}$ here; the finite $\eta$ lowers it to $0.1537\ \text{eV}^{-1}$.

## Surface states of a diamond (111) model

For a crystal with a flat surface, the wave vector $\mathbf k$ along the surface is conserved, and (2) is run separately at each $\mathbf k$. In an energy range where the bulk has no states at that $\mathbf k$, a surface state of energy $E_*$ appears as a pole. If $u$ is the part of its normalized wave function in layer 0, then near the pole

$$G_{00}\simeq\frac{uu^\dagger}{z-E_*},\qquad u^\dagger u\simeq-\eta\,{\rm Im\,Tr}\,G_{00}(E_*+i\eta),$$

because ${\rm Im}\,(1/i\eta)=-1/\eta$. This requires $\eta$ to be small compared with the distance to other states.

Consider an ideal, unreconstructed diamond (111) surface with one s and three p orbitals per atom. One layer is a bilayer: an upper atom A and a lower atom B, joined by three slanted back bonds per atom. Each B is bonded straight down to an A of the next bilayer. At the surface, A has lost its upward bond. For a bond along the unit vector $\mathbf d$, the hopping matrix is

$$T_{ss}=V_{ss},\quad T_{sa}=-T_{as}=d_aV_{sp},\quad T_{ab}=d_ad_b(V_\sigma-V_\pi)+\delta_{ab}V_\pi .$$

The A–B block of $H_{00}$ is $\sum_j e^{i\mathbf k\cdot\boldsymbol\rho_j}T(\mathbf d_j)$, with $\boldsymbol\rho_j$ the in-plane part of back bond $j$. The sole nonzero block of $V$ is $T(-\hat{\mathbf z})$, from B to the A below. This $8\times8$ matrix has rank 4, so a method that needs $V^{-1}$ would fail; (2) never uses it.

Rough values for diamond are $V_{ss}=-3.8$, $V_{sp}=4.4$, $V_\sigma=4.9$, $V_\pi=-1.3$ and $E_p-E_s=7.4$ eV, with a bond length of 0.154 nm. The bilayer spacing is $\tfrac43\times0.154=0.205$ nm. At the bulk zone centre the four bonds satisfy $\sum d_a=0$ and $\sum d_ad_b=\tfrac43\delta_{ab}$. The p orbitals of the two atoms are then coupled by

$$\tfrac43(V_\sigma+2V_\pi)=\tfrac43(4.9-2.6)=3.07\ \text{eV},$$

which puts p levels at $E_p\pm3.07$ eV. Setting the lower one, the valence top, to zero gives $E_p=3.07$ eV and $E_s=-4.33$ eV.

With $\eta=10^{-4}$ eV, the surface states in the gap between the valence and conduction bands are:

| Point | Bulk gap (eV) | State (eV) | First-bilayer weight |
|---|---|---|---|
| Γ | 0.00 to 6.13 | 2.77 | 0.76 |
| M | −2.60 to 8.73 | 1.99 | 0.97 |
| K | −3.90 to 9.55 | 1.83 | 0.998 |

Diagonalizing a slab of 16 bilayers gives the same energies and weights to the digits shown. The orbital of the top atom that points outward, $(s+\sqrt3\,p_z)/2$, carries a weight of 0.68 at Γ and 0.91 at K: this is the dangling bond. At Γ about a quarter of the state lies below the first bilayer. Stopping when every element of $\alpha$ and $\beta$ was below $10^{-10}$ eV took 7 steps at Γ and 5 at M and K, fewer than for the chain despite the smaller $\eta$. In a gap the bulk solutions decay with depth even as $\eta\to0$, so the damping need not come from $\eta$.

## How far this describes real diamond

During vapour growth the surface is largely covered by hydrogen. Adding to one face of the slab a hydrogen orbital at 0.57 eV, coupled to the outward hybrid by −7 eV (both rough), reduces the number of gap states at Γ from two to one. The remaining state belongs to the bare face. The assumption of a bare surface is therefore essential to the result at Γ: with these parameters hydrogen removes the 2.77 eV state from the gap at Γ. It does so by pushing the antibonding C–H state above the conduction edge, which depends on the rough values: a coupling of −5 eV leaves it in the gap at 5.76 eV, and even at −7 eV it lies inside the wider projected gaps at M and K, near 7.8 eV. A clean real surface reconstructs into chains of bonded atoms, which the ideal geometry excludes and whose effect is not computed here. The nearest-neighbour model also misses the indirect character of the gap, roughly 5.5 eV in real diamond, so its conduction edges deserve little trust.

Other omissions can be sized. Strengthening the top bilayer's back bonds by 6 %, with geometry and site energies fixed, moves the Γ state by only 0.006 eV. This does not size a real relaxation. If the same 6 % comes from moving the top atom 0.015 nm inward, with hoppings scaled as the inverse square of the bond length, the changed bond directions raise the state by about 0.2 eV at Γ and 0.5 eV at M and K. At a rough growth temperature of 1100 K, $k_BT$ is 0.095 eV, about a tenth of the 0.94 eV spread among the three surface levels.

Electron repulsion is more serious. Two electrons in one carbon hybrid repel by 20 eV in a minimal STO-3G basis. Dividing by $(5.7+1)/2$, a crude surface screening with a rough dielectric constant of 5.7, leaves about 6 eV, some six times the spread. Both figures are upper estimates. Atomic Hartree–Fock orbitals in a large basis give 18 eV, or 5.5 eV screened. The surface band also has only about 0.84 of its weight on the hybrid, and the factor $0.84^2$ lowers the repulsion to roughly 4 eV, still about four times the spread. A neutral bare surface has one electron per dangling bond, so the independent-electron picture of a half-filled, metallic surface band is unreliable. Decimation solves the given one-electron Hamiltonian accurately; it cannot repair what that Hamiltonian omits. The numerical output follows.

## Values computed for the example and the checks

```
CHAIN: t = -2.0 eV, E = 1.0 eV, eta = 0.010 eV
exact surface G = 0.12467725 -0.48287464 i 1/eV
step  0 spacing     1 |alpha| 2.000e+00 eV |G error| 9.948e-01 1/eV
step  1 spacing     2 |alpha| 4.000e+00 eV |G error| 6.615e-01 1/eV
step  2 spacing     4 |alpha| 2.286e+00 eV |G error| 1.578e+00 1/eV
step  4 spacing    16 |alpha| 2.466e+00 eV |G error| 1.138e+00 1/eV
step  6 spacing    64 |alpha| 4.060e+00 eV |G error| 5.296e-01 1/eV
step  8 spacing   256 |alpha| 1.622e+00 eV |G error| 2.842e-01 1/eV
step 10 spacing  1024 |alpha| 2.744e-01 eV |G error| 4.890e-03 1/eV
step 11 spacing  2048 |alpha| 1.957e-02 eV |G error| 2.459e-05 1/eV
step 12 spacing  4096 |alpha| 9.886e-05 eV |G error| 6.276e-10 1/eV
step 13 spacing  8192 |alpha| 2.524e-09 eV |G error| 2.220e-16 1/eV
to reach error 1e-10 1/eV: 13 decimation steps, or 4452 single layers
decay -ln|lambda| = 0.002582 per layer; small-eta law 0.002582
surface density of states 0.153704 1/eV; eta->0 semicircle 0.154101 1/eV
outside the band, E = 5.0 eV: Re G = 0.250000 1/eV
DIAMOND (111), rough parameters: bond 0.154 nm
ss -3.8, sp 4.4, pp-sigma 4.9, pp-pi -1.3, Ep-Es 7.4 eV
Es = -4.333 eV, Ep = 3.067 eV from the valence top
surface lattice constant 0.2515 nm, bilayer spacing 0.2053 nm
rank of the 8x8 interlayer coupling: 4
largest mismatch with explicit slabs, steps 1-4: 1.1e-14
Gamma: projected gap 0.000 to 6.133 eV
  surface state 2.7746 eV (slab 2.7746 eV), 7 steps
  weight: first bilayer 0.7646 (slab 0.7646), outward hybrid 0.6850
M: projected gap -2.600 to 8.733 eV
  surface state 1.9907 eV (slab 1.9907 eV), 5 steps
  weight: first bilayer 0.9725 (slab 0.9725), outward hybrid 0.8910
K: projected gap -3.900 to 9.548 eV
  surface state 1.8311 eV (slab 1.8311 eV), 5 steps
  weight: first bilayer 0.9981 (slab 0.9981), outward hybrid 0.9146
spread of the surface level over the three points: 0.943 eV
NEGLECTED EFFECTS
hydrogen level 0.567 eV, C-H coupling -7.0 eV (rough)
slab gap states at Gamma: bare 2, hydrogen on one face 1
back bonds stronger by 6 %: level at Gamma shifts +0.0057 eV
hybrid repulsion (STO-3G): bare 20.28 eV
  screened by (eps+1)/2 with rough eps = 5.7: 6.05 eV
  screened repulsion / level spread = 6.42
kT at a rough growth temperature of 1100 K: 0.0948 eV
```
